# NV ground triplet: levels, aligned crossing and field from two resonances: a numerical check

```python
"""NV ground triplet: levels, level crossing, and inversion of two resonances.

Result under test, for H/h = D (Sz^2 - 2/3) + b.S with b = gamma B:
  levels solve x^3 - p x - q = 0, p = D^2/3 + b^2,
  q = -2 D^3/27 + D b^2 (3 cos^2(theta) - 1)/3;
  nonzero-field crossing only for an aligned field with b = D;
  signed frequencies f1, f2 from a shared level give
  b^2 = (f1^2 + f2^2 - f1 f2 - D^2)/3 and cos^2(theta).
D: zero-field splitting (GHz); B: field (mT); theta: angle to the NV axis;
gamma: g mu_B/h (GHz/mT), g = free-electron value.
Strain, hyperfine coupling and g anisotropy are left out.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import fsolve, minimize_scalar

D = 2.87
g_factor = abs(constants.value("electron g factor"))
gamma = g_factor * constants.value("Bohr magneton") / constants.h * 1e-12

r = 1 / np.sqrt(2)
Sx = r * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], dtype=complex)
Sy = r * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]])
Sz = np.diag([1.0, 0.0, -1.0]).astype(complex)
assert np.allclose(Sx @ Sy - Sy @ Sx, 1j * Sz)


def hamiltonian(B, theta, azimuth=0.0, split=D):
    b = gamma * B
    return (split * (Sz @ Sz - 2 / 3 * np.eye(3))
            + b * np.cos(theta) * Sz
            + b * np.sin(theta) * (np.cos(azimuth) * Sx
                                   + np.sin(azimuth) * Sy))


def levels(B, theta, azimuth=0.0, split=D):
    return np.linalg.eigvalsh(hamiltonian(B, theta, azimuth, split))


def cubic_levels(B, theta):
    b = gamma * B
    p = D**2 / 3 + b**2
    q = -2 * D**3 / 27 + D * b**2 * (3 * np.cos(theta)**2 - 1) / 3
    cos_chi = np.clip(q / 2 / (p / 3)**1.5, -1, 1)
    chi = np.arccos(cos_chi)
    roots = [2 * np.sqrt(p / 3) * np.cos((chi - 2 * np.pi * k) / 3)
             for k in (2, 1, 0)]
    return np.array(roots), p, q, chi


def invert(f1, f2, split=D):
    """Return b^2 and cos^2(theta) from signed frequencies."""
    b2 = (f1**2 + f2**2 - f1 * f2 - split**2) / 3
    q = -(f1 + f2) * (2 * f1 - f2) * (2 * f2 - f1) / 27
    return b2, 1 / 3 + (q + 2 * split**3 / 27) / (split * b2)


# Characteristic polynomial for a general field vector, symbolically.
d, bx, by, bz, x = sp.symbols("d bx by bz x", real=True)
s = 1 / sp.sqrt(2)
minus, plus = s * (bx - sp.I * by), s * (bx + sp.I * by)
matrix = sp.Matrix([[d / 3 + bz, minus, 0],
                    [plus, -2 * d / 3, minus],
                    [0, plus, d / 3 - bz]])
direct = sp.expand((x * sp.eye(3) - matrix).det())
p_sym = d**2 / 3 + bx**2 + by**2 + bz**2
q_sym = -2 * d**3 / 27 + d * (2 * bz**2 - bx**2 - by**2) / 3
assert sp.simplify(sp.expand(direct - (x**3 - p_sym * x - q_sym))) == 0

# Closed-form levels and inversion against diagonalization.
rng = np.random.default_rng(4)
worst_level = worst_B = worst_c2 = 0.0
for _ in range(300):
    B = rng.uniform(5, 250)
    theta = rng.uniform(0.02, np.pi - 0.02)
    E = levels(B, theta, rng.uniform(0, 2 * np.pi))
    worst_level = max(worst_level,
                      np.max(abs(E - cubic_levels(B, theta)[0])))
    for shared in range(3):
        f1, f2 = np.delete(E, shared) - E[shared]
        b2, c2 = invert(f1, f2)
        worst_B = max(worst_B, abs(np.sqrt(b2) / gamma - B))
        worst_c2 = max(worst_c2, abs(c2 - np.cos(theta)**2))
assert worst_level < 1e-9
assert worst_B < 1e-8 and worst_c2 < 1e-8

# Aligned crossing, found from the diagonalized gap.


def smallest_gap(theta):
    def gap(B):
        E = levels(B, theta)
        return E[1] - E[0]
    found = minimize_scalar(gap, bounds=(50, 150), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, found.fun


B_cross = D / gamma
B_found, gap_found = smallest_gap(0.0)
assert abs(B_found - B_cross) < 1e-4 and gap_found < 1e-5

# Tilted fields: every gap stays open on a grid of fields and angles.
for B in np.arange(1, 300, 3):
    for degrees in range(1, 91, 4):
        assert np.min(np.diff(levels(B, np.radians(degrees)))) > 1e-4

print(f"D = {D:.3f} GHz, g = {g_factor:.5f}")
print(f"gamma = {gamma:.6f} GHz/mT")
print(f"aligned crossing D/gamma = {B_cross:.3f} mT")
print(f"aligned crossing from diagonalization = {B_found:.3f} mT")
for degrees in (1, 5):
    t = np.radians(degrees)
    B_min, gap_min = smallest_gap(t)
    gap_law = np.sqrt(2) * D * t
    B_law = B_cross * (1 - 1.25 * t**2)
    assert abs(gap_min / gap_law - 1) < 5 * t**2
    if degrees == 1:
        assert abs((1 - B_min / B_cross) / t**2 / 1.25 - 1) < 0.02
    print(f"tilt {degrees} deg: smallest gap = {gap_min:.4f} GHz,"
          f" small-tilt law {gap_law:.4f} GHz")
    print(f"tilt {degrees} deg: at B = {B_min:.3f} mT,"
          f" small-tilt law {B_law:.3f} mT")

# Worked inversion with the lowest level shared.
low, high = 2.600, 3.400
b2, c2 = invert(low, high)
b = np.sqrt(b2)
B_ex, theta_ex = b / gamma, np.arccos(np.sqrt(c2))
roots, p, q, chi = cubic_levels(B_ex, theta_ex)
E, states = np.linalg.eigh(hamiltonian(B_ex, theta_ex))
assert np.allclose(E[1:] - E[0], [low, high], atol=1e-10)
assert np.allclose(E, roots, atol=1e-10)
weight = abs(states[1, 0])**2
print(f"input resonances = {low:.3f} and {high:.3f} GHz")
print(f"b^2 = {b2:.5f} GHz^2, b = {b:.5f} GHz")
print(f"p = {p:.5f} GHz^2, q = {q:.5f} GHz^3")
print(f"cos^2(theta) = {c2:.5f}")
print(f"RESULT: B = {B_ex:.3f} mT, theta = {np.degrees(theta_ex):.2f} deg")
print(f"cubic angle chi = {chi:.5f} rad")
print("levels, lowest to highest = "
      + ", ".join(f"{v:.5f}" for v in roots) + " GHz")
print(f"resonances from diagonalization = {E[1]-E[0]:.5f}"
      f" and {E[2]-E[0]:.5f} GHz")
print(f"m=0 weight in lowest state = {weight:.4f}")

# All sign readings of the same two unsigned frequencies.
accepted = 0
names = {(1, 1): "lowest shared",
         (-1, 1): "middle shared, smaller gap below",
         (1, -1): "middle shared, larger gap below",
         (-1, -1): "highest shared"}
for (s1, s2), name in names.items():
    f1, f2 = s1 * low, s2 * high
    y2, cc = invert(f1, f2)
    valid = y2 > 0 and 0 <= cc <= 1
    print(f"{name}: cos^2(theta) = {cc:.4f},"
          f" {'allowed' if valid else 'rejected'}")
    if valid:
        accepted += 1
        BB, tt = np.sqrt(y2) / gamma, np.arccos(np.sqrt(cc))
        gaps = np.diff(levels(BB, tt))
        assert np.allclose(gaps, np.diff(sorted([0, f1, f2])), atol=1e-9)
        print(f"  B = {BB:.3f} mT, theta = {np.degrees(tt):.2f} deg,"
              f" third line = {abs(f1-f2):.3f} GHz")
print(f"number of allowed readings = {accepted}")

# Sensitivities from numerical solution of the diagonalized problem.


def numerical_inverse(f_low, f_high, split):
    def mismatch(v):
        e = levels(v[0], v[1], split=split)
        return [e[1] - e[0] - f_low, e[2] - e[0] - f_high]
    solution = fsolve(mismatch, [25.0, 0.8], xtol=1e-11)
    assert np.max(np.abs(mismatch(solution))) < 1e-9
    return solution


step = 0.001
base = numerical_inverse(low, high, D)
assert abs(base[0] - B_ex) < 1e-6 and abs(base[1] - theta_ex) < 1e-6
up = numerical_inverse(low, high, D + step)
down = numerical_inverse(low, high, D - step)
slope = gamma * (up[0] - down[0]) / (2 * step)
slope_law = -D / (3 * b)
assert abs(slope / slope_law - 1) < 1e-3
print(f"db/dD: numerical {slope:.4f}, formula {slope_law:.4f}")
for label, change in (("D", (0, 0, step)),
                      ("lower resonance", (step, 0, 0)),
                      ("upper resonance", (0, step, 0))):
    v = numerical_inverse(low + change[0], high + change[1], D + change[2])
    print(f"{label} +1 MHz: B changes {v[0]-base[0]:+.4f} mT,"
          f" theta {np.degrees(v[1]-base[1]):+.3f} deg")

print("all assertions hold")
```

Printed output:

```
D = 2.870 GHz, g = 2.00232
gamma = 0.028025 GHz/mT
aligned crossing D/gamma = 102.409 mT
aligned crossing from diagonalization = 102.409 mT
tilt 1 deg: smallest gap = 0.0708 GHz, small-tilt law 0.0708 GHz
tilt 1 deg: at B = 102.370 mT, small-tilt law 102.370 mT
tilt 5 deg: smallest gap = 0.3529 GHz, small-tilt law 0.3542 GHz
tilt 5 deg: at B = 101.437 mT, small-tilt law 101.434 mT
input resonances = 2.600 and 3.400 GHz
b^2 = 0.41437 GHz^2, b = 0.64371 GHz
p = 3.16000 GHz^2, q = -1.68000 GHz^3
cos^2(theta) = 0.39312
RESULT: B = 22.969 mT, theta = 51.17 deg
cubic angle chi = 2.46071 rad
levels, lowest to highest = -2.00000, 0.60000, 1.40000 GHz
resonances from diagonalization = 2.60000 and 3.40000 GHz
m=0 weight in lowest state = 0.9705
lowest shared: cos^2(theta) = 0.3931, allowed
  B = 22.969 mT, theta = 51.17 deg, third line = 0.800 GHz
middle shared, smaller gap below: cos^2(theta) = 0.5624, allowed
  B = 89.617 mT, theta = 41.42 deg, third line = 6.000 GHz
middle shared, larger gap below: cos^2(theta) = 0.2978, allowed
  B = 89.617 mT, theta = 56.93 deg, third line = 6.000 GHz
highest shared: cos^2(theta) = 3.2185, rejected
number of allowed readings = 3
db/dD: numerical -1.4862, formula -1.4862
D +1 MHz: B changes -0.0531 mT, theta -0.106 deg
lower resonance +1 MHz: B changes +0.0166 mT, theta +0.091 deg
upper resonance +1 MHz: B changes +0.0388 mT, theta +0.019 deg
all assertions hold
```
